# Why Gray-Brown Analysis Can Show a False Interface-State Peak

A silicon capacitor is modelled with the same density of interface states, \(1.00\times10^{11}\) cm⁻² eV⁻¹, at every energy. Gray-Brown analysis of its 100 kHz capacitance reports \(3.6\times10^{11}\) cm⁻² eV⁻¹ at 0.151 eV below the conduction band edge, and \(1.0\times10^{11}\) at 0.074 eV. Where does a peak come from, if the density has none?

The reading can be divided into four parts: the true density, an excess that is nearly flat as long as the states follow the signal, a freeze-out term and a finite-density correction. At the peak, in units of the true density, they are 1, 0.33, 1.74 and 0.55. These notes derive each part.

## 1. What the method reads

The substrate is n-type with donor density \(N\), fully ionized, and obeys Boltzmann statistics. The interface states exchange electrons with the conduction band alone. Energies are in eV, the state density \(D\) is per area and per eV, and \(\phi=kT/q\). An energy in eV and the matching potential in volts then have the same numerical value, and \(qD\) is a capacitance per area.

Let \(d=E_C-E_F\) in the bulk. From \(N=N_c e^{-d/\phi}\),

\[
d=\phi L,\qquad L=\ln(N_c/N).
\]

Cooling reduces \(d\): the Fermi level moves towards the conduction band. In the example \(d\) goes from 0.265 eV at 300 K to 0.074 eV at 100 K.

Let \(\psi\) be the surface potential, positive in accumulation. At the surface the Fermi level lies \(d-\psi\) below the band edge. For uniform \(D\), and a Fermi level many \(kT\) from both band edges, the number of filled states is a constant minus \(D(d-\psi)\). Thermal smearing does not alter this, because it empties as many states below the Fermi level as it fills above. With silicon charge \(Q_s\), Gauss's law gives the gate voltage

\[
V=\text{const}+\psi+\frac{-Q_s(\psi)-qD(d-\psi)}{C_{ox}} .
\]

The temperature-dependent work-function term is taken as known and already subtracted. At true flatband \(\psi=0\) and \(Q_s=0\), so \(V=\text{const}-qDd/C_{ox}\), and

\[
-\frac{C_{ox}}{q}\frac{dV}{dd}=D .
\]

This is the Gray-Brown principle. It is sound if the voltage used is the flatband voltage.

In practice that voltage is found from capacitance. One computes the ideal flatband capacitance and reads the bias at which the measured capacitance equals it. If the match occurs at some \(\psi^*\neq0\), the voltage is wrong by

\[
\delta V=\psi^*+\frac{-Q_s(\psi^*)+qD\psi^*}{C_{ox}},
\]

and the reported density is

\[
D_{GB}=D-\frac{C_{ox}}{q}\frac{d\,\delta V}{dd}. \tag{1}
\]

A constant voltage error would do no harm. What matters is how the error changes during the sweep.

## 2. How strongly the states follow the signal

A state with occupancy \(f\), capture cross-section \(\sigma\) and thermal velocity \(v\) obeys

\[
\frac{df}{dt}=\sigma v n_s(1-f)-e f .
\]

Here \(n_s\) is the surface electron density. In equilibrium the right side vanishes, so \(e=\sigma v n_s(1-f_0)/f_0\). The emission rate \(e\) stays fixed under a small signal, because the depth of the state below the local band edge does not change.

A surface-potential ripple \(\delta\psi\,e^{j\omega t}\) changes \(n_s\) by the fraction \(\delta\psi/\phi\). To first order,

\[
j\omega\,\delta f=\sigma v n_s(1-f_0)\frac{\delta\psi}{\phi}-(\sigma v n_s+e)\,\delta f .
\]

Since \(\sigma v n_s+e=\sigma v n_s/f_0\), this gives

\[
\delta f=\frac{\delta\psi}{\phi}\,\frac{f_0(1-f_0)}{1+j\omega f_0/(\sigma v n_s)} .
\]

Multiplying by \(qD\), integrating over energy and dividing by \(\delta\psi\) gives a complex trap capacitance \(qDg\), with

\[
g=\frac1\phi\int\frac{f_0(1-f_0)}{1+j\omega f_0/(\sigma v n_s)}\,dE .
\]

For constant \(\sigma\), use \(df_0=-f_0(1-f_0)\,dE/\phi\) and \(\tau=1/(\sigma v n_s)\):

\[
g=\int_0^1\frac{df_0}{1+j\omega\tau f_0}=\frac{\ln(1+j\omega\tau)}{j\omega\tau},
\qquad g'=\mathrm{Re}\,g=\frac{\arctan\omega\tau}{\omega\tau}.
\]

Slow signals give \(g'\to1\): all states near the Fermi level follow. Fast signals give \(g'\to0\): they are frozen. If \(\sigma\) depends on energy, the integral is done numerically. At 184 K and 100 kHz, with the cross-section of the example, it gives \(g=0.599-0.358j\). Direct time integration of the rate equation gives the same digits.

## 3. Cooling alone does not freeze the relevant states

A state at fixed depth does freeze on cooling. With \(\sigma=10^{-15}\) cm², the emission rate at 0.265 eV drops from \(2.3\times10^{7}\) s⁻¹ at 300 K to \(3\times10^{-3}\) s⁻¹ at 100 K.

The method, however, does not stay at fixed depth. It looks at states near the Fermi level at flatband, where \(n_s=N\) at every temperature. Their capture rate is

\[
1/\tau=\sigma v N .
\]

For constant \(\sigma\) only \(v\propto\sqrt T\) changes, and the rate goes from \(2.3\times10^{7}\) to \(1.3\times10^{7}\) s⁻¹. As the sample cools, shallower states take over, and their smaller depth compensates the lower temperature. If \(\omega\) is well below these rates, the states follow the signal at 300 K and still follow it at 100 K.

Freeze-out during the sweep therefore needs another cause. In this model it is a cross-section that falls towards the band edge: \(10^{-15}\) cm² deep in the gap, half that at 0.20 eV, and then a decade less for each 30 meV. The flatband rate becomes \(4.0\times10^{5}\) s⁻¹ at 184 K and 840 s⁻¹ at 100 K. The signal has \(\omega=6.3\times10^{5}\) s⁻¹, so the states follow it at the warm end and not at the cold end.

## 4. Why the match moves into depletion

The oxide is in series with \(C_s+qDg\), where \(C_s\) is the silicon capacitance. Write \(g=g'-jg''\), \(X=C_{ox}+C_s+qDg'\) and \(B=qDg''\). The measured capacitance is

\[
\mathrm{Re}\,\frac{C_{ox}(C_s+qDg)}{C_{ox}+C_s+qDg}
=C_{ox}-C_{ox}^2\,\mathrm{Re}\,\frac{1}{X-jB}
=C_{ox}-\frac{C_{ox}^2X}{X^2+B^2}.
\]

The ideal flatband value is \(C_{ox}-C_{ox}^2/(C_{ox}+C_{FB})\). Equating the two gives \(X+B^2/X=C_{ox}+C_{FB}\), or

\[
C_s(\psi^*)+qDg'+\frac{B^2}{X}=C_{FB}. \tag{2}
\]

Both trap terms are positive, so \(C_s\) must be below its flatband value, which means depletion: \(\psi^*<0\). The traps add capacitance, and the operator unknowingly depletes the silicon to cancel it.

To find how far, \(C_s\) is needed near flatband. With \(u=\psi/\phi\), Poisson's equation is \(\psi''=(qN/\varepsilon)(e^u-1)\). Multiplying by \(2\psi'\) and integrating from the bulk gives

\[
(\psi')^2=\frac{2qN\phi}{\varepsilon}(e^u-u-1).
\]

The charge \(-Q_s\) is \(\varepsilon\) times the surface field and has the sign of \(u\). Inserting \(e^u-u-1=\tfrac{u^2}{2}\left(1+\tfrac u3+\tfrac{u^2}{12}+\dots\right)\) and taking the root,

\[
-Q_s=C_{FB}\,\phi u\left(1+\frac u6+\frac{u^2}{36}+\dots\right),\qquad C_{FB}=\sqrt{\varepsilon qN/\phi}.
\]

Its derivative with respect to \(\psi\) is

\[
C_s=C_{FB}\left(1+\frac u3+\frac{u^2}{12}+\dots\right). \tag{3}
\]

To first order in \(D\), the loss term \(B^2/X\) and the \(u^2\) term drop out of (2), and \(g'\) may be taken at flatband. Then \(C_{FB}u/3=-qDg'\), so

\[
\psi^*=-3\phi\,\frac{qDg'}{C_{FB}} .
\]

The trap charge \(qD\psi^*\) in \(\delta V\) is of second order, which leaves \(\delta V=\psi^*(1+C_{FB}/C_{ox})\). With \(r=C_{ox}/C_{FB}\),

\[
-\frac{C_{ox}}{q}\,\delta V=3\phi(1+r)\,g'D. \tag{4}
\]

## 5. Two first-order contributions

By (1), the false density is the derivative of (4) with respect to \(d\). The product rule gives one term from \(g'\) and one from \(\phi(1+r)\).

For the second, note that \(C_{FB}\propto\phi^{-1/2}\), so \(r\propto\phi^{1/2}\) and

\[
\frac{d}{d\phi}\left[\phi(1+r)\right]=1+\tfrac32 r .
\]

Since \(N_c\propto T^{3/2}\), \(\phi\,dL/d\phi=\tfrac32\), and hence \(dd/d\phi=L+\tfrac32\). Dividing the two derivatives,

\[
\frac{D_{GB}}{D}-1=
\underbrace{3\phi(1+r)\frac{dg'}{dd}}_{\text{freeze-out term}}
+\underbrace{3g'\,\frac{1+1.5\,r}{L+1.5}}_{\text{flat excess}} . \tag{5}
\]

For \(D=10^{9}\) cm⁻² eV⁻¹, where first order should suffice, a full solution of the matching condition agrees with (5) throughout the sweep, to within 3% of the largest excess.

**The flat excess.** This is what low frequency does by itself. If all states follow, \(g'=1\) and only slowly varying quantities remain. At 300 K, \(C_{ox}=0.0691\) and \(C_{FB}=0.0801\) µF/cm², so \(r=0.862\). With \(L=0.2649/0.02585=10.2\), the excess is \(3\times2.29/11.7=0.59\). At 100 K, \(r=0.498\) and \(L=8.6\) give 0.52. The density is overestimated, but no pronounced feature appears. The full solution at \(D=10^{11}\) with constant \(\sigma\) confirms this: \(D_{GB}/D\) stays between 1.62 and 1.79.

**The freeze-out term.** This makes the peak. While the states follow, the voltage error is large and negative. Once they are frozen, it is nearly zero. The recovery raises the voltage as the Fermi level rises, just as the filling of real states would, and the analysis cannot tell the two apart.

At 184 K, \(\phi=15.9\) mV, and \(C_{FB}=0.0801\sqrt{300/184}=0.102\) µF/cm² gives \(r=0.675\). The prefactor is \(3\times0.0159\times1.675=0.080\) eV. The printed term, 1.74, thus corresponds to a slope \(dg'/dd\) of about 22 per eV: the response disappears over some 46 meV. The flat excess at the same point is \(3\times0.599\times2.01/11.0=0.33\).

The sharpness of the freeze-out sets the height. If \(g'\) fell from 1 to 0 evenly over a width \(\Delta\), the freeze-out term would be \(3\phi(1+r)/\Delta\). It would equal the flat excess of fully following states when

\[
\Delta=\phi(L+1.5)\frac{1+r}{1+1.5r},
\]

which is about 0.15 eV at 184 K. A much narrower freeze-out gives a pronounced peak; a much broader one gives a weak hump or none.

**The opposite case.** If the rate rises towards the band edge, states begin to follow during cooling, \(dg'/dd\) is negative, and the reading can dip below \(D\) if the change is sharp enough to outweigh the flat excess. With a cross-section of half its maximum at 0.12 eV and a decade less for each 30 meV deeper, all else unchanged, the lowest reading is \(0.43D\). The sign of the freeze-out term thus follows the direction in which the response changes.

## 6. The finite-density contribution

First order predicts \(1+1.74+0.33\approx3.07\) at the peak, and the full solution gives about 3.62. (The printed 3.06 and 3.61 come from differences on a 2 K temperature grid, which lowers both by less than 0.01.) By (1), the missing 0.55 comes from the slope of the part of the voltage error that first order leaves out. The size of that part grows with \(d\), from 0.4 mV at 160 K to 2.3 mV at 184 K and 3.9 mV at 200 K. Its causes are shown here at 184 K.

The trap capacitance is \(qDg'=0.01602\times0.599=0.0096\) µF/cm², or 0.094 of \(C_{FB}\). First order then gives \(\psi^*=-3\times15.9\times0.094=-4.5\) mV and \(\delta V=-11.1\) mV. The full values are \(-5.1\) and \(-13.4\) mV. Four effects enter:

- **Curvature of \(C_s\).** The \(u^2/12\) term in (3) slows the fall of capacitance with depletion. More depletion is needed, and \(\psi^*\) becomes \(-4.8\) mV.
- **Loss.** Here \(B=0.01602\times0.358=0.0057\) µF/cm², and \(B^2/X\) is about 0.0002 µF/cm². Equation (2) then gives \(-4.9\) mV.
- **Rate at the displaced bias.** Depletion lowers \(n_s\) by a factor 0.73, but it moves the surface Fermi level to deeper states with a cross-section about 1.46 times larger. The rate rises by some 6%, \(g'\) rises slightly, and \(\psi^*\) reaches \(-5.1\) mV.
- **Static trap charge.** The gate bias is changed slowly, so all the states respond to it, including those too slow for the signal. This adds \(qD/C_{ox}=0.23\) to the factor that converts \(\psi^*\) into \(\delta V\).

With \(u=-0.32\), the silicon charge contributes \(0.95\,C_{FB}/C_{ox}=1.41\) to that factor. Hence \(\delta V=-5.06\times(1+1.41+0.23)=-13.4\) mV, as printed.

The terms in (5) do not depend on \(D\), whereas the leading finite-density correction is proportional to it. At \(10^{10}\) cm⁻² eV⁻¹ the correction at this point would be roughly 0.05, and the peak would still stand near three times the true density. A tenfold cleaner interface thus lowers the false peak strongly in absolute terms, but relative to the true density only from 3.6 to about 3.1.

## 7. Reading the whole sweep

| \(T\) (K) | \(d\) (eV) | \(g'\) | \(\delta V\) (mV) | \(D_{GB}/D\) |
|---|---|---|---|---|
| 300 | 0.265 | 1.00 | −41.7 | 1.80 |
| 240 | 0.205 | 0.99 | −30.9 | 1.78 |
| 200 | 0.166 | 0.86 | −21.5 | 2.79 |
| 184 | 0.151 | 0.60 | −13.4 | 3.61 |
| 160 | 0.128 | 0.16 | −2.9 | 2.10 |
| 100 | 0.074 | 0.00 | 0.0 | 1.00 |

The \(g'\) column is evaluated at flatband. The warm end shows the flat excess (0.59 at 300 K) plus a finite-density correction of about 0.2, the middle shows the freeze-out, and the cold end is correct. Within this model, which assumes a laterally uniform surface potential (see Section 9), the reading near the band edge is thus the correct one, while the smooth plateau deeper in the gap is about 80% too high.

Integrating (1) over the sweep gives the total number of false states. It depends on the end values of \(\delta V\) alone:

\[
\int(D_{GB}-D)\,dd=\frac{C_{ox}}{q}\left[\delta V_{100\,\mathrm K}-\delta V_{300\,\mathrm K}\right]=1.8\times10^{10}\ \text{cm}^{-2}.
\]

The real states in the same interval number \(10^{11}\times0.191=1.9\times10^{10}\) cm⁻². An error of 42 mV nearly doubles the count.

As a further check, C-V curves were simulated at 182 and 186 K, with the trap charge found by summing occupancies over the gap. Reading them at the ideal flatband capacitance gives the same peak, \(3.61\times10^{11}\) cm⁻² eV⁻¹. This uses the same temperature step as the table and shares its small step error; a finer step gives \(3.62\times10^{11}\).

## 8. Frequency as the diagnostic

A true density does not depend on the test frequency. The false peak sits where \(\sigma vN\) is comparable with \(\omega\), so it moves with frequency when the rate varies gradually with energy. If the cross-section drops abruptly, the shift may be only a few meV per decade, and a nearly fixed position does not prove that a peak is real. With all else fixed, the maximum lies at 0.121 eV for 10 kHz, 0.151 eV for 100 kHz and 0.183 eV for 1 MHz (0.1835 eV on the 2 K grid). A shift of about 30 meV per decade reflects the assumed fall of the cross-section. The height changes little, staying between about 3.45 and 3.6 times \(D\), so a stable height is no evidence that a peak is real.

The artefact disappears when \(\omega\gg\sigma vN\) at every temperature of the sweep. At 200 MHz, \(\omega\) is about 55 times the largest flatband rate, and the reading stays within 2% of \(D\). Because the rate is proportional to \(N\), a more heavily doped sample needs a proportionally higher frequency for the same cross-section.

Series resistance obstructs this remedy. For a 500 µm wafer with an assumed mobility of 1350 cm²/Vs, \(\omega RC\) at flatband and 300 K is 0.005 at 100 kHz but 11 at 200 MHz, where the simple capacitance reading fails. A 5 µm layer gives 0.11, provided that the contacts and the material beneath it add little resistance. Even this lowers the measured capacitance by about 1%, and since the mobility changes with temperature, so does the loss. It must be corrected before the density is read. Where such a frequency is out of reach, comparing several lower ones still exposes a peak that moves.

## 9. The model beside a real capacitor

The model has a 50 nm oxide and \(10^{15}\) donors per cm³. The state density is roughly that of a moderately good interface; well-passivated silicon can be about ten times better. The falling cross-section is a model choice, and both the position and the height of the peak depend on it.

The assumption most clearly broken in real devices is uniform \(D\), since the density generally rises towards the band edges. If it varies slowly on the scale of \(kT\), \(D\) in (4) stays inside the derivative, and the reading gains a term \(3\phi(1+r)g'\,dD/dd\), which is negative for such a rise. For a density growing by a factor \(e\) per 100 meV towards the edge, this is \(-0.080\times0.60/0.10=-0.48\) in units of the local \(D\) at the 184 K point. Such a rise is only marginally slow, and a full solution at small density lowers the reading by about 0.35 rather than 0.48. It reduces the false excess there without removing it. At 300 K the same term is \(-3\times0.0259\times1.862/0.10=-1.44\), which outweighs the flat excess of 0.59, so the reading falls far below the local \(D\). The overestimated plateau of Section 7 therefore belongs to a uniform density; with a density that rises towards the edge, the deeper readings can be much too low.

Two other neglected effects were computed, the second only in part. Only 94% of the donors are ionized at 100 K, but allowing for this leaves the peak at 3.6. A 25 mV spread of surface potential, applied to the trap response alone, lowers it to 3.5. The effect is this small because, for a decade per 30 meV near 184 K, the changes of \(n_s\) and of the cross-section nearly cancel; with a decade per 15 or 60 meV the peak drops by about 10%. A real spread also smears the silicon capacitance. That shifts the matched bias by an amount that changes with temperature, and it can add false density of its own, even at the cold end, so the figure of 3.5 is not an estimate of the whole effect. In a crude parallel-patch estimate with the same 25 mV at every temperature, the 100 K reading rises to several times \(D\), so the cold end need not be reliable in a real sample. The voltage calibration needs more care: an unsubtracted drift of 10 mV over the sweep produces a mean false density of \(2.3\times10^{10}\) cm⁻² eV⁻¹, more than the whole density of a well-passivated interface. The bias must also change slowly enough for the states to equilibrate. At flatband and 100 K the inverse capture rate is about 1.2 ms, so this takes a few milliseconds, and longer if the surface is depleted at fixed cross-section.

The numerical output below lists the main computed values.

## Computed values

```
Oxide thickness 50 nm, donors 1.0e+15 cm^-3
True density D = 1.00e+11 cm^-2 eV^-1
Deep cross-section 1.0e-15 cm^2, half at 0.20 eV, decade per 30 meV
C_ox = 69.06 nF/cm^2 x 10^-1 x 10^1... = 0.06906 uF/cm^2
C_FB at 300 K = 0.08013 uF/cm^2
q*D (all states follow) = 0.01602 uF/cm^2
Frequency 100 kHz, omega = 6.283e+05 1/s
Constant-sigma flatband rate sigma*v*N: 300 K 2.29e+07, 100 K 1.32e+07 1/s
Emission rate at fixed depth 0.265 eV: 300 K 2.29e+07, 100 K 3.21e-03 1/s
T (K) | d (eV) | rate (1/s) | Re g | psi* (mV) | dV (mV) | D_GB/D
100 | 0.0741 | 8.40e+02 | 0.0002 | -0.000 | -0.001 | 1.001
140 | 0.1098 | 1.54e+04 | 0.0301 | -0.152 | -0.446 | 1.227
160 | 0.1283 | 6.77e+04 | 0.1646 | -1.047 | -2.932 | 2.102
184 | 0.1508 | 4.03e+05 | 0.5991 | -5.062 | -13.358 | 3.613
200 | 0.1661 | 1.29e+06 | 0.8617 | -8.454 | -21.522 | 2.792
240 | 0.2050 | 1.22e+07 | 0.9947 | -12.844 | -30.924 | 1.777
300 | 0.2649 | 2.27e+07 | 0.9995 | -18.381 | -41.717 | 1.795
False peak: 3.613e+11 cm^-2 eV^-1 at d = 0.1508 eV, T = 184 K
Peak from simulated C-V curves: 3.613e+11 cm^-2 eV^-1
First-order law at that point: peak term 1.736, flat term 0.328, D_GB/D = 3.064
False states over whole sweep: 1.798e+10 cm^-2
Trap response at peak, flatband: 0.5991 -0.3581j; time integration 0.5991 -0.3581j
Constant sigma: D_GB/D from 1.621 to 1.794
Sigma rising to edge: minimum D_GB/D = 0.426
Frequency (kHz) | maximum at d (eV) | T (K) | D_GB/D
10 | 0.1208 | 152 | 3.447
100 | 0.1508 | 184 | 3.613
1000 | 0.1835 | 218 | 3.469
200000 | 0.2649 | 300 | 1.020
Largest deviation from D at 200 MHz: 2.0 %
Neglected effects:
Ionized donors at 100 K: 94.0 %; peak D_GB/D with partial ionization 3.615 at 0.1509 eV
Surface-potential spread 25 mV (trap response only): peak D_GB/D 3.505 at 0.1508 eV
Unsubtracted 10 mV drift over sweep: 2.26e+10 cm^-2 eV^-1 mean false density
Degeneracy N/N_c at 100 K: 1.8e-04
Trap equilibration time at flatband, 100 K: 1.19 ms
Oxide field change from largest dV: 0.0083 MV/cm
omega*R*C, 500 um wafer, 1350 cm2/Vs: 100 kHz 0.0054, 200 MHz 10.78
omega*R*C, 5 um layer, 200 MHz: 0.108
```
